# Kinetic-energy indicator alpha for eight electrons in a harmonic trap: a numerical check

```python
"""
Result under test: eight noninteracting electrons filling the s and p shells of
an isotropic harmonic trap v = omega^2 r^2 / 2 have, at the centre,
    alpha = (tau - tau_W) / tau_unif = (250 / (9 pi))^(1/3),
whatever the frequency omega.
Symbols (Hartree atomic units): n density; tau = 1/2 sum |grad phi|^2 over
occupied spin orbitals; tau_W = |grad n|^2 / (8 n);
tau_unif = (3/10)(3 pi^2)^(2/3) n^(5/3); q = omega r^2.
Neglected Coulomb repulsion is sized by a Kohn-Sham calculation with Hartree
and local-density exchange, in trap units, where its strength is omega^(-1/2).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, gammaln

C_UNIF = 0.3 * (3 * np.pi**2) ** (2 / 3)
ALPHA_CENTRE = (250 / (9 * np.pi)) ** (1 / 3)


def alpha_profile(q):
    """Derived formula for alpha at q = omega r^2."""
    return (ALPHA_CENTRE * (1 + 4 * q / 3) * np.exp(2 * q / 3)
            / (1 + 2 * q) ** (8 / 3))


# ---- Uniform gas constant from an explicit sum over plane waves in a box ----
m = np.arange(-41, 42)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
inside = m2 < 40.5**2
n_box = 2.0 * inside.sum()                       # box of unit volume
tau_box = (2 * np.pi) ** 2 * m2[inside].sum()    # 2 spins times k^2/2
c_sum = tau_box / n_box ** (5 / 3)
assert abs(c_sum / C_UNIF - 1) < 3e-3            # finite-box surface error

# ---- Numerical orbitals on one fixed grid, the same for all frequencies ----
STEP, HALF = 0.2, 70
x = STEP * np.arange(-HALF, HALF + 1)
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
KINETIC = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2) / (2 * STEP**2)
DERIV = np.where(diff == 0, 0.0, sign / (safe * STEP))


def axis_states(omega):
    energy, vec = eigh(KINETIC + np.diag(0.5 * omega**2 * x**2))
    f = vec[:, :3] / np.sqrt(STEP)
    return energy[:3], f, DERIV @ f


def grid_fields(omegas, offset=(0, 0, 0), n_orbitals=4):
    """n, tau, tau_W, alpha from the definitions, lowest orbitals filled."""
    axes = [axis_states(w) for w in omegas]
    levels = sorted((sum(axes[d][0][t[d]] for d in range(3)), t)
                    for t in itertools.product(range(3), repeat=3))
    gap = levels[n_orbitals][0] - levels[n_orbitals - 1][0]
    assert gap > 0.1 * min(omegas)               # filling is unique
    n, tau, grad_n = 0.0, 0.0, np.zeros(3)
    for _, t in levels[:n_orbitals]:
        val = np.array([axes[d][1][HALF + offset[d], t[d]] for d in range(3)])
        der = np.array([axes[d][2][HALF + offset[d], t[d]] for d in range(3)])
        phi = val.prod()
        grad = np.array([der[0] * val[1] * val[2],
                         val[0] * der[1] * val[2],
                         val[0] * val[1] * der[2]])
        n += 2 * phi**2
        tau += grad @ grad
        grad_n += 4 * phi * grad
    tau_w = grad_n @ grad_n / (8 * n)
    return n, tau, tau_w, (tau - tau_w) / (C_UNIF * n ** (5 / 3))


frequencies = (0.25, 0.5, 1.0, 4.0)
centre_alphas = []
for w in frequencies:
    n0, tau0, tau_w0, a0 = grid_fields((w, w, w))
    centre_alphas.append(a0)
    assert abs(n0 / (2 * (w / np.pi) ** 1.5) - 1) < 1e-7
    assert abs(tau0 / (6 * w * (w / np.pi) ** 1.5) - 1) < 1e-7
    assert tau_w0 < 1e-10 * tau0
    assert abs(a0 - ALPHA_CENTRE) < 1e-6
    for off in ((3, -2, 4), (0, 0, 6), (1, 2, 0)):
        q = w * STEP**2 * sum(k * k for k in off)
        assert abs(grid_fields((w, w, w), off)[3] - alpha_profile(q)) < 1e-5
    # s pair alone: alpha vanishes, at the centre and away from it
    assert abs(grid_fields((w, w, w), (0, 0, 0), 1)[3]) < 1e-6
    assert abs(grid_fields((w, w, w), (1, 2, 0), 1)[3]) < 1e-6

# ---- Slightly anisotropic trap ----
aniso = (0.8, 1.0, 1.25)
alpha_aniso = grid_fields(aniso)[3]
mean_ratio = np.mean(aniso) / np.prod(aniso) ** (1 / 3)
assert abs(alpha_aniso - ALPHA_CENTRE * mean_ratio) < 1e-6

# ---- Shape of the profile ----
q_min = (5 + np.sqrt(145)) / 8                   # root of 8q^2 - 10q - 15
search = minimize_scalar(alpha_profile, bounds=(0.1, 10), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - q_min) < 1e-5
assert alpha_profile(0.01) < ALPHA_CENTRE
assert alpha_profile(40.0) > 1e3
q_in = brentq(lambda q: alpha_profile(q) - 1, 0, q_min)
q_out = brentq(lambda q: alpha_profile(q) - 1, q_min, 20)


def electrons_within(radius, w):
    def shell(r):
        return (4 * np.pi * r**2 * 2 * (w / np.pi) ** 1.5
                * np.exp(-w * r**2) * (1 + 2 * w * r**2))
    return quad(shell, 0, radius)[0]


OMEGA = 0.5
assert abs(electrons_within(12 / np.sqrt(OMEGA), OMEGA) - 8) < 1e-7

# ---- Coulomb repulsion: self-consistent field in trap units ----
r = np.linspace(0, 13, 1301)
dr = r[1] - r[0]


def radial_basis(l, size):
    """Normalized radial trap functions and their r^l coefficient at r = 0."""
    funcs, lead = [], []
    for k in range(size):
        norm = np.exp(0.5 * (np.log(2) + gammaln(k + 1) - gammaln(k + l + 1.5)))
        funcs.append(norm * r**l * np.exp(-r**2 / 2)
                     * eval_genlaguerre(k, l + 0.5, r**2))
        lead.append(norm * eval_genlaguerre(k, l + 0.5, 0.0))
    return np.array(funcs), np.array(lead)


def interacting_centre(coupling, size=20):
    """Centre n, tau, alpha (trap units) and relative virial error."""
    basis = [radial_basis(l, size) for l in (0, 1)]
    h0 = [np.diag(2 * np.arange(size) + l + 1.5) for l in (0, 1)]
    v = np.zeros_like(r)
    for _ in range(600):
        coef, eps = [], []
        for l in (0, 1):
            b = basis[l][0]
            e, c = eigh(h0[l] + (b * (v * r**2 * dr)) @ b.T)
            coef.append(c[:, 0])
            eps.append(e)
        radial = [coef[l] @ basis[l][0] for l in (0, 1)]
        n = (2 * radial[0]**2 + 6 * radial[1]**2) / (4 * np.pi)
        charge = CubicSpline(r, 4 * np.pi * r**2 * n).antiderivative()(r)
        outer = CubicSpline(r, 4 * np.pi * r * n).antiderivative()(r)
        v_h = outer[-1] - outer
        v_h[1:] += charge[1:] / r[1:]
        v_new = coupling * (v_h - (3 * n / np.pi) ** (1 / 3))
        change = np.max(np.abs(v_new - v))
        if change < 1e-10:
            break
        v = v + 0.3 * (v_new - v)
    assert change < 1e-10                        # self-consistency reached
    assert eps[0][1] > eps[1][0]                 # second s level stays empty
    vol = 4 * np.pi * r**2 * dr
    trap = np.sum(vol * n * r**2 / 2)
    one_body = sum(occ * coef[l] @ h0[l] @ coef[l]
                   for l, occ in ((0, 2), (1, 6)))
    kin = one_body - trap
    e_h = 0.5 * np.sum(vol * n * v_h)
    e_x = -0.75 * (3 / np.pi) ** (1 / 3) * np.sum(vol * n ** (4 / 3))
    virial = (2 * kin - 2 * trap + coupling * (e_h + e_x)) / kin
    n0 = 2 * (coef[0] @ basis[0][1]) ** 2 / (4 * np.pi)
    tau0 = 9 * (coef[1] @ basis[1][1]) ** 2 / (4 * np.pi)
    return n0, tau0, tau0 / (C_UNIF * n0 ** (5 / 3)), virial


free = interacting_centre(0.0)
assert abs(free[2] - ALPHA_CENTRE) < 1e-8
table = []
for w in (0.5, 5.0, 50.0):
    res = interacting_centre(w**-0.5)
    assert abs(res[3]) < 1e-5
    assert abs(interacting_centre(w**-0.5, 16)[2] - res[2]) < 1e-3
    table.append((w, res))
shift = [interacting_centre(g)[2] - ALPHA_CENTRE for g in (0.01, 0.001)]
assert abs(shift[0] / shift[1] / 10 - 1) < 0.03  # linear in omega^(-1/2)
deviations = [abs(res[2] - ALPHA_CENTRE) for _, res in table]
assert deviations[0] > deviations[1] > deviations[2]

# ---- Output ----
n0, tau0, tau_w0, a0 = grid_fields((OMEGA,) * 3)
print(f"alpha at centre, closed form: {ALPHA_CENTRE:.5f}")
for w, a in zip(frequencies, centre_alphas):
    print(f"alpha at centre, grid, omega = {w:.2f} hartree: {a:.5f}")
print(f"uniform-gas constant, formula: {C_UNIF:.4f}")
print(f"uniform-gas constant, plane-wave sum: {c_sum:.4f}")
print(f"Example trap: omega = {OMEGA} hartree")
print(f"trap length omega^(-1/2): {OMEGA**-0.5:.4f} bohr")
print(f"n(0): {n0:.5f} bohr^-3")
print(f"tau(0): {tau0:.5f} hartree/bohr^3")
print(f"tau_unif(0): {C_UNIF * n0**(5/3):.5f} hartree/bohr^3")
print(f"alpha(0): {a0:.5f}")
print(f"minimum of alpha: {alpha_profile(q_min):.4f} at q = {q_min:.4f}")
print(f"radius of the minimum: {np.sqrt(q_min / OMEGA):.4f} bohr")
print(f"alpha = 1 at q = {q_in:.4f} and q = {q_out:.4f}")
r_in, r_out = np.sqrt(q_in / OMEGA), np.sqrt(q_out / OMEGA)
print(f"alpha = 1 at r = {r_in:.4f} bohr and r = {r_out:.4f} bohr")
print(f"electrons inside inner radius: {electrons_within(r_in, OMEGA):.4f}")
print(f"electrons outside outer radius: "
      f"{8 - electrons_within(r_out, OMEGA):.4f}")
print(f"anisotropic trap, omegas {aniso} hartree: alpha(0) = {alpha_aniso:.4f}")
print(f"arithmetic over geometric mean frequency: {mean_ratio:.5f}")
print("With Hartree and local exchange (ratios to noninteracting):")
for w, res in table:
    print(f"omega = {w:4.1f} hartree: n(0) ratio {res[0] / free[0]:.4f}, "
          f"tau(0) ratio {res[1] / free[1]:.4f}, alpha(0) = {res[2]:.4f}")
print(f"weak-coupling slope d alpha(0)/d omega^(-1/2): "
      f"{shift[1] / 0.001:.3f} hartree^(1/2)")
print("all tests passed")
```

Running it gives:

```
alpha at centre, closed form: 2.06783
alpha at centre, grid, omega = 0.25 hartree: 2.06783
alpha at centre, grid, omega = 0.50 hartree: 2.06783
alpha at centre, grid, omega = 1.00 hartree: 2.06783
alpha at centre, grid, omega = 4.00 hartree: 2.06783
uniform-gas constant, formula: 2.8712
uniform-gas constant, plane-wave sum: 2.8712
Example trap: omega = 0.5 hartree
trap length omega^(-1/2): 1.4142 bohr
n(0): 0.12699 bohr^-3
tau(0): 0.19048 hartree/bohr^3
tau_unif(0): 0.09212 hartree/bohr^3
alpha(0): 2.06783
minimum of alpha: 0.3926 at q = 2.1302
radius of the minimum: 2.0641 bohr
alpha = 1 at q = 0.3056 and q = 5.7904
alpha = 1 at r = 0.7819 bohr and r = 3.4031 bohr
electrons inside inner radius: 0.2874
electrons outside outer radius: 0.2640
anisotropic trap, omegas (0.8, 1.0, 1.25) hartree: alpha(0) = 2.1023
arithmetic over geometric mean frequency: 1.01667
With Hartree and local exchange (ratios to noninteracting):
omega =  0.5 hartree: n(0) ratio 0.3183, tau(0) ratio 0.2171, alpha(0) = 3.0263
omega =  5.0 hartree: n(0) ratio 0.6612, tau(0) ratio 0.5659, alpha(0) = 2.3318
omega = 50.0 hartree: n(0) ratio 0.8720, tau(0) ratio 0.8263, alpha(0) = 2.1466
weak-coupling slope d alpha(0)/d omega^(-1/2): 0.541 hartree^(1/2)
all tests passed
```
